# Zero-field collapse of a cylindrical domain in a hafnia-like ferroelectric film: a program that tests the result

```python
"""
Zero-field collapse of a cylindrical reversed ferroelectric domain.
Result under test: R^2 = R0^2 - 2 (g/gamma) t for R much larger than delta,
with collapse time gamma R0^2 / (2 g).
P: polarization, +Ps outside and -Ps inside the domain; R: domain radius.
Energy density: -a P^2/2 + b P^4/4 + g |grad P|^2/2, with Ps^2 = a/b.
Motion: gamma dP/dt = a P - b P^3 + g Laplacian(P) + E.
delta = sqrt(2 g/a): wall half-width; sigma: wall energy per area;
M: wall speed per pressure. Depolarization is absent in the main model.
A separate estimate adds a dielectric layer at one electrode.
The material parameters are rough values in the regime of hafnia films.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import j0, j1

# Inputs in SI units
Ps = 0.20
a = 2.5e9
g = 5.0e-10
gamma = 10.0
R0 = 10e-9
h = 10e-9
nm, ns, MVcm = 1e-9, 1e-9, 1e8

b = a / Ps**2
delta = np.sqrt(2 * g / a)
sigma = 4 * g * Ps**2 / (3 * delta)
M = 3 * delta / (4 * gamma * Ps**2)
D = g / gamma
t_c = R0**2 / (2 * M * sigma)

# Wall energy from the energy density of the flat wall


def wall_density(s):
    P = Ps * np.tanh(s)
    slope = Ps / np.cosh(s)**2 / delta
    well = -a * P**2 / 2 + b * P**4 / 4 + a * Ps**2 / 4
    return (well + g * slope**2 / 2) * delta


sigma_quad = quad(wall_density, -15, 15)[0]
assert abs(sigma_quad / sigma - 1) < 1e-7

# Field equation in nm and ns, for the reduced polarization p = P/Ps
rate = a / gamma * ns
D_nm = D * ns / nm**2
delta_nm = delta / nm


def evolve(faces, radial, drive, start, times):
    """Finite-volume evolution with zero flux through both ends."""
    step = faces[1] - faces[0]
    centres = (faces[1:] + faces[:-1]) / 2
    area = faces if radial else np.ones_like(faces)
    cell = centres if radial else np.ones_like(centres)

    def rhs(t, p):
        flux = np.zeros(len(faces))
        flux[1:-1] = area[1:-1] * np.diff(p) / step
        return (rate * (p - p**3) + drive
                + D_nm * np.diff(flux) / (cell * step))

    sol = solve_ivp(rhs, (times[0], times[-1]), start, method="LSODA",
                    t_eval=times, lband=1, uband=1, rtol=1e-8, atol=1e-10)
    assert sol.success
    return centres, sol.y.T


def zero_position(x, p):
    """Position where p changes from negative to positive; 0 if none."""
    negative = np.flatnonzero(p < 0)
    if len(negative) == 0:
        return 0.0
    i = negative[-1]
    return x[i] - p[i] * (x[i + 1] - x[i]) / (p[i + 1] - p[i])


# Mobility from a flat wall driven by a small field
E_test = 0.05 * MVcm
flat_faces = np.linspace(-10, 10, 501)
flat_centres = (flat_faces[1:] + flat_faces[:-1]) / 2
flat_times = np.array([0.0, 100.0, 400.0])
x, flat = evolve(flat_faces, False, E_test / (gamma * Ps) * ns,
                 np.tanh(flat_centres / delta_nm), flat_times)
v_sim = (zero_position(x, flat[1]) - zero_position(x, flat[2])) / 300.0
v_law = M * 2 * Ps * E_test
assert abs(v_sim / v_law - 1) < 0.01

# Collapse of the cylinder from the full radial field equation
faces = np.linspace(0, 16, 501)
centres = (faces[1:] + faces[:-1]) / 2
times = np.linspace(0, 1.05 * t_c / ns, 2101)
r, profiles = evolve(faces, True, 0.0,
                     np.tanh((centres - R0 / nm) / delta_nm), times)
radius = np.array([zero_position(r, p) for p in profiles])
alive = radius > 0
assert not alive[-1]
t_vanish = times[np.flatnonzero(~alive)[0]]
assert abs(t_vanish * ns / t_c - 1) < 0.03


def time_at_radius(value):
    return np.interp(-value**2, -radius[alive]**2, times[alive])


def rate_ratio(R_start, R_end):
    """Simulated loss rate of R^2 divided by the thin-wall rate."""
    span = time_at_radius(R_end) - time_at_radius(R_start)
    return (R_start**2 - R_end**2) / span / (2 * D_nm)


ratio_large = rate_ratio(9, 7)
ratio_mid = rate_ratio(7, 5)
ratio_small = rate_ratio(3, 2)
assert abs(ratio_large - 1) < 0.01
assert ratio_small > ratio_mid > ratio_large

# First finite-width correction, integrated over the same radius window
k = (np.pi**2 - 6) / 12 * delta_nm**2
ratio_theory = 24 / (24 - k * np.log((49 + k) / (25 + k)))
# Higher orders and the grid each change this small excess by some percent.
assert abs((ratio_mid - 1) / (ratio_theory - 1) - 1) < 0.3

# Energy of the simulated curved wall against sigma times its area
i7 = np.argmin(abs(radius - 7))
p7 = profiles[i7]
step_m = (faces[1] - faces[0]) * nm
well = np.sum(2 * np.pi * r * nm * a * Ps**2 / 4 * (1 - p7**2)**2) * step_m
grad = np.sum(2 * np.pi * faces[1:-1] * nm * g / 2
              * (Ps * np.diff(p7) / step_m)**2) * step_m
energy_ratio = (well + grad) / (2 * np.pi * radius[i7] * nm * sigma)
assert abs(energy_ratio - 1) < 0.01

# Area law with unequal gradient coefficients gx = 2 g and gy = g/2.
# Lengths are in delta and times in gamma/a; the splitting is second order.
n, box, dt = 128, 40.0, 0.05
gx_rel, gy_rel = 2.0, 0.5
axis = (np.arange(n) - n // 2) * box / n
X, Y = np.meshgrid(axis, axis, indexing="ij")
kx = 2 * np.pi * np.fft.fftfreq(n, box / n)[:, None]
ky = 2 * np.pi * np.fft.rfftfreq(n, box / n)[None, :]
spread = np.exp(-0.5 * (gx_rel * kx**2 + gy_rel * ky**2) * dt)
field = np.tanh(np.hypot(X, Y) - 12)


def react(p, tau):
    return p * np.exp(tau) / np.sqrt(1 + p**2 * np.expm1(2 * tau))


areas = {}
for count in range(1, 1401):
    field = react(field, dt / 2)
    field = np.fft.irfft2(spread * np.fft.rfft2(field), s=(n, n))
    field = react(field, dt / 2)
    if count in (200, 1400):
        areas[count] = np.sum((1 - field) / 2) * (box / n)**2
area_rate = (areas[200] - areas[1400]) / (1200 * dt)
area_ratio = area_rate / (np.pi * np.sqrt(gx_rel * gy_rel))
# Finite wall width at the ellipse tips raises the rate by about a percent.
assert abs(area_ratio - 1) < 0.03

# Depolarization by a dielectric layer at one electrode.
# K(q): thickness-averaged opposing field per polarization wave amplitude.
d_layer, eps_layer, eps_film = 0.5e-9, 25.0, 30.0


def kernel(q):
    return 1 / (const.epsilon_0 * h * (eps_layer * q / np.tanh(q * d_layer)
                                       + eps_film * q / np.tanh(q * h)))


K0 = 1 / (const.epsilon_0 * h * (eps_layer / d_layer + eps_film / h))

# Poisson equation on a grid for one lateral wave number
dz, q_test = 0.025e-9, 3e8
n_layer, n_film = round(d_layer / dz), round(h / dz)
eps_cell = np.r_[np.full(n_layer, eps_layer), np.full(n_film, eps_film)]
left, right = eps_cell[:-1], eps_cell[1:]
matrix = (np.diag((left + right) * (1 + (q_test * dz)**2 / 2))
          - np.diag(right[:-1], 1) - np.diag(right[:-1], -1))
source = np.zeros(len(left))
source[n_layer - 1] = -dz / const.epsilon_0
potential = np.linalg.solve(matrix, source)
K_grid = -potential[n_layer - 1] / h
assert abs(K_grid / kernel(q_test) - 1) < 1e-3

s_step = 0.02
s = (np.arange(100000) + 0.5) * s_step
bessel0, bessel1 = j0(s), j1(s)


def wall_field(R):
    overlap = np.sum(bessel0 * bessel1 * kernel(s / R)) * s_step
    return -Ps * (K0 - 2 * overlap)


def electrostatic_energy(R):
    overlap = np.sum(bessel1**2 / s * kernel(s / R)) * s_step
    return h * np.pi * Ps**2 * R**2 * (-2 * K0 + 4 * overlap)


E_wall = wall_field(R0)
dR = 0.01 * R0
slope = (electrostatic_energy(R0 + dR)
         - electrostatic_energy(R0 - dR)) / (2 * dR)
E_from_energy = slope / (2 * np.pi * R0 * h * 2 * Ps)
assert abs(E_from_energy / E_wall - 1) < 0.01
assert E_wall < 0  # opposite to the surroundings: the domain is supported

# Other neglected effects
E_coercive = 1.0 * MVcm
E_curve = sigma / (2 * Ps * R0)
R_pin = sigma / (2 * Ps * E_coercive)
T_use = 358.15
wall_energy = 2 * np.pi * R0 * h * sigma
thermal_ratio = const.k * T_use / wall_energy
mode_mass = 16 * const.atomic_mass
mode_charge = 2.5 * const.e
mode_volume = 33e-30
inertia = mode_mass * mode_volume / mode_charge**2
inertia_ratio = inertia * a / gamma**2
R_decade = np.sqrt(2 * D * 10 * const.Julian_year)
cell_length = 0.5e-9

print(f"Ps = {Ps * 100:.1f} uC/cm2")
print(f"a = {a:.2e} J m/C2")
print(f"b = {b:.3e} J m5/C4")
print(f"g = {g:.2e} J m3/C2")
print(f"gamma = {gamma:.1f} ohm m")
print(f"R0 = {R0 / nm:.1f} nm, film thickness = {h / nm:.1f} nm")
print(f"wall half-width delta = {delta_nm:.4f} nm")
print(f"wall energy sigma, formula = {sigma * 1e3:.3f} mJ/m2")
print(f"wall energy sigma, quadrature = {sigma_quad * 1e3:.3f} mJ/m2")
print(f"mobility M = {M:.4e} m/(s Pa)")
print(f"M sigma = g/gamma = {M * sigma:.4e} m2/s = {D_nm:.4f} nm2/ns")
print(f"flat-wall test field = {E_test / MVcm:.3f} MV/cm")
print(f"flat-wall speed: law {v_law * 1e3:.4f}, "
      f"simulated {v_sim * nm / ns * 1e3:.4f} mm/s")
print(f"initial curvature pressure sigma/R0 = {sigma / R0 / 1e6:.3f} MPa")
print(f"initial inward speed = {D / R0 * 1e3:.3f} mm/s")
print(f"collapse time, law = {t_c / ns:.1f} ns = {t_c * 1e6:.3f} us")
print(f"collapse time, simulated = {t_vanish:.1f} ns")
for t in (250, 500, 750, 900):
    R2_law = (R0 / nm)**2 - 2 * D_nm * t
    R2_sim = np.interp(t, times, radius**2)
    print(f"t = {t} ns: R^2 law {R2_law:.2f}, simulated {R2_sim:.2f} nm2; "
          f"R law {np.sqrt(R2_law):.3f} nm")
print(f"R^2 rate, simulated/law, R 9 to 7 nm = {ratio_large:.5f}")
print(f"R^2 rate, simulated/law, R 7 to 5 nm = {ratio_mid:.5f}")
print(f"same window, first width correction = {ratio_theory:.5f}")
print(f"R^2 rate, simulated/law, R 3 to 2 nm = {ratio_small:.5f}")
print(f"curved-wall energy/(2 pi R sigma), R 7 nm = {energy_ratio:.5f}")
print(f"anisotropic case: gx/g = {gx_rel:.1f}, gy/g = {gy_rel:.1f}")
print(f"anisotropic area rate, simulated/law = {area_ratio:.4f}")
print(f"curvature-equivalent field at R0 = {E_curve / MVcm:.4f} MV/cm")
print(f"rough coercive field = {E_coercive / MVcm:.1f} MV/cm")
print(f"radius where these fields are equal = {R_pin / nm:.3f} nm")
print(f"dielectric layer = {d_layer / nm:.2f} nm, permittivity "
      f"{eps_layer:.0f}; film permittivity {eps_film:.0f}")
print(f"single-domain depolarizing field = {Ps * K0 / MVcm:.3f} MV/cm")
print(f"depolarizing field at the wall = {E_wall / MVcm:.4f} MV/cm")
print(f"its outward pressure/curvature pressure = {-E_wall / E_curve:.3f}")
print(f"wall energy of whole domain = {wall_energy / const.e:.1f} eV")
print(f"temperature of use = {T_use - 273.15:.0f} C")
print(f"kT/wall energy = {thermal_ratio:.2e}")
print(f"inertia estimate: mass {mode_mass / const.atomic_mass:.0f} u, "
      f"charge {mode_charge / const.e:.1f} e, "
      f"volume {mode_volume * 1e30:.0f} A3")
print(f"inertia coefficient mu = {inertia:.2e} J m s2/C2")
print(f"inertia ratio mu a/gamma^2 = {inertia_ratio:.2e}")
print(f"delta/rough lattice cell of {cell_length / nm:.1f} nm = "
      f"{delta / cell_length:.2f}")
print(f"R0 for ten-year unpinned life = {R_decade * 100:.1f} cm")
print("PASS")
```

Printed output:

```
Ps = 20.0 uC/cm2
a = 2.50e+09 J m/C2
b = 6.250e+10 J m5/C4
g = 5.00e-10 J m3/C2
gamma = 10.0 ohm m
R0 = 10.0 nm, film thickness = 10.0 nm
wall half-width delta = 0.6325 nm
wall energy sigma, formula = 42.164 mJ/m2
wall energy sigma, quadrature = 42.164 mJ/m2
mobility M = 1.1859e-09 m/(s Pa)
M sigma = g/gamma = 5.0000e-11 m2/s = 0.0500 nm2/ns
flat-wall test field = 0.050 MV/cm
flat-wall speed: law 2.3717, simulated 2.3710 mm/s
initial curvature pressure sigma/R0 = 4.216 MPa
initial inward speed = 5.000 mm/s
collapse time, law = 1000.0 ns = 1.000 us
collapse time, simulated = 991.0 ns
t = 250 ns: R^2 law 75.00, simulated 74.97 nm2; R law 8.660 nm
t = 500 ns: R^2 law 50.00, simulated 49.93 nm2; R law 7.071 nm
t = 750 ns: R^2 law 25.00, simulated 24.85 nm2; R law 5.000 nm
t = 900 ns: R^2 law 10.00, simulated 9.73 nm2; R law 3.162 nm
R^2 rate, simulated/law, R 9 to 7 nm = 1.00169
R^2 rate, simulated/law, R 7 to 5 nm = 1.00332
same window, first width correction = 1.00362
R^2 rate, simulated/law, R 3 to 2 nm = 1.02215
curved-wall energy/(2 pi R sigma), R 7 nm = 0.99991
anisotropic case: gx/g = 2.0, gy/g = 0.5
anisotropic area rate, simulated/law = 1.0057
curvature-equivalent field at R0 = 0.1054 MV/cm
rough coercive field = 1.0 MV/cm
radius where these fields are equal = 1.054 nm
dielectric layer = 0.50 nm, permittivity 25; film permittivity 30
single-domain depolarizing field = 0.426 MV/cm
depolarizing field at the wall = -0.0219 MV/cm
its outward pressure/curvature pressure = 0.208
wall energy of whole domain = 165.4 eV
temperature of use = 85 C
kT/wall energy = 1.87e-04
inertia estimate: mass 16 u, charge 2.5 e, volume 33 A3
inertia coefficient mu = 5.46e-18 J m s2/C2
inertia ratio mu a/gamma^2 = 1.37e-10
delta/rough lattice cell of 0.5 nm = 1.26
R0 for ten-year unpinned life = 17.8 cm
PASS
```
